# Zigzag edge band from second-neighbour hopping and the squared adjacency matrix, part 2

Should a tight-binding calculation of a zigzag graphene ribbon keep the second-neighbour hopping $t'$? The model is a honeycomb half-plane with a zigzag edge, one orthonormal orbital per atom, zero on-site energies and no interactions:

$$H=-tA-t'A_2,\qquad t>0,\quad t'>0. \tag{1}$$

$A$ and $A_2$ have entry 1 for first and second neighbours, respectively, and 0 otherwise; $\hbar=1$. With $D$ the diagonal matrix of coordinations (2 on edge atoms, 3 elsewhere),

$$A^2=A_2+D. \tag{6}$$

This fails if the edge atoms $A_0$ are removed (bearded edge).

Lines $m=0,1,\dots$ run inward, with amplitudes $\psi_A(m)$, $\psi_B(m)$ on atoms $A_m$, $B_m$. The wavevector along the edge times the lattice constant $a$ is $k$, and $c=2\cos(k/2)$, so $c^2=2+2\cos k$. For $|c|<1$, $A$ has a zero mode with factor $-c$ per line and edge weight $1-c^2$. The Dirac point is at $3t'$.

**Theorem.** Let $0<t'<t/2$ in the model (1).

1. For each $k$ with $2\pi/3<k<4\pi/3$ there is one edge state, with energy
$$E(k)=3t'+t'(1+2\cos k). \tag{5}$$
For $k\neq\pi$ it is the single normalizable eigenstate at that $k$. At $k=\pi$ it is the decoupled edge atom, and all other states belong to bulk bands that have zero width there.
2. For all other $k$ there is no normalizable eigenstate.
3. The edge energy lies in the gap between the two bulk bands of the same $k$.
4. The edge band extends from $2t'$, reached at $k=\pi$, up to $3t'$, approached at the ends of the interval. Its width is $t'$.

With on-site energy $U_e$ on the edge atoms, to first order,

$$E\simeq3t'+(t'-U_e)(1+2\cos k), \tag{11}$$

and for $U_e=t'$ the band is exactly flat at $3t'$.

Line by line, $H\psi=E\psi$ reads

$$E\psi_A(m)=-t[c\psi_B(m)+\psi_B(m-1)]-t'\{2\cos k\,\psi_A(m)+c[\psi_A(m+1)+\psi_A(m-1)]\}, \tag{12}$$
$$E\psi_B(m)=-t[c\psi_A(m)+\psi_A(m+1)]-t'\{2\cos k\,\psi_B(m)+c[\psi_B(m+1)+\psi_B(m-1)]\}. \tag{13}$$

$$\psi_A(-1)=\psi_B(-1)=0. \tag{14}$$

**Lemma 3.** For $c\ne0$ a normalizable solution has the form $\psi_A(m)=f(m)$, $\psi_B(m)=r f(m)$, with a constant $r$ and with $f(-1)=0$, $f(0)=1$, up to an overall factor.

**Proof.** Collect the two amplitudes in a column $\psi(m)$. Equations (12) and (13) become $M_+\psi(m+1)+M_0\psi(m)+M_-\psi(m-1)=0$ with

$$M_+=\begin{pmatrix}t'c&0\\t&t'c\end{pmatrix},\qquad M_-=\begin{pmatrix}t'c&t\\0&t'c\end{pmatrix}.$$

Both have determinant $(t'c)^2\neq0$. A solution is therefore fixed by $\psi(-1)$ and $\psi(0)$, and without (14) the solutions form a space of dimension four. The shift $T$, defined by $(T\psi)(m)=\psi(m+1)$, maps this space into itself. In terms of the pair $\psi(m-1),\psi(m)$ it is a four-by-four matrix. Eliminating one block of its characteristic determinant leaves $\det(\lambda^2M_++\lambda M_0+M_-)/\det M_+$. Its eigenvalues $\lambda$ are thus the zeros of

$$\Delta(\lambda)=u^2-t^2(c+\lambda)(c+1/\lambda),\qquad u=E+2t'\cos k+t'c(\lambda+1/\lambda),$$

which is the determinant found by inserting $\psi(m)\propto\lambda^m$. Multiplying out, $(c+\lambda)(c+1/\lambda)=1+c^2+c(\lambda+1/\lambda)$, so $\Delta$ does not change when $\lambda$ is replaced by $1/\lambda$. The four eigenvalues come in reciprocal pairs, and at most two have modulus below 1. The decaying solutions therefore form a space $S$ of dimension at most two.

Let $\psi\neq0$ be in $S$ and obey (14). Then $T\psi$ is in $S$ too. If $T\psi$ were a multiple $\mu\psi$, then $\psi(m)=\mu^{m+1}\psi(-1)=0$ for all $m$, a contradiction. So $\psi$ and $T\psi$ are independent and span $S$, and $T^2\psi$ is a combination of them:

$$\psi(m+2)=\beta\,\psi(m+1)+\gamma\,\psi(m).$$

Starting from $\psi(-1)=0$, this recursion makes every $\psi(m)$ a multiple of $\psi(0)$. Hence $\psi(m)=\chi f(m)$ with a fixed column $\chi$, $f(-1)=0$ and $f(0)=1$.

If $\chi_A$ were zero, (12) at $m=0$ would give $tc\chi_B=0$, so $\chi$ would vanish. Hence $\chi_A\neq0$, and we may scale it to 1 and call the other component $r$. $\square$

### Proof of the theorem

**The energy.** Insert the form of Lemma 3 into (12) and (13):

$$Ef(m)=-tr[cf(m)+f(m-1)]-t'\{\cdots\},$$
$$Erf(m)=-t[cf(m)+f(m+1)]-t'r\{\cdots\}.$$

The braces stand for the same expression, $2\cos k\,f(m)+c[f(m+1)+f(m-1)]$. Multiply the first equation by $r$ and subtract the second. The energy and the braces cancel, and division by $t$ leaves

$$f(m+1)+c(1-r^2)f(m)-r^2f(m-1)=0. \tag{15}$$

The first equation, with all terms on one side, is

$$t'c\,f(m+1)+(E+2t'\cos k+trc)f(m)+(tr+t'c)f(m-1)=0. \tag{16}$$

Subtract $t'c$ times (15) from (16) to remove $f(m+1)$:

$$[E+2t'\cos k+trc-t'c^2(1-r^2)]f(m)+[tr+t'c(1+r^2)]f(m-1)=0.$$

At $m=0$ we have $f(-1)=0$ and $f(0)=1$, so the first bracket vanishes. At $m=1$ the second bracket then multiplies $f(0)=1$, so it vanishes as well. The two conditions are

$$tr=-t'c(1+r^2), \tag{17}$$
$$E=-2t'\cos k+t'c^2(1-r^2)-trc. \tag{18}$$

By (17), $-trc=t'c^2(1+r^2)$. Inserted in (18), the terms in $r^2$ cancel:

$$E=-2t'\cos k+2t'c^2=-2t'\cos k+4t'+4t'\cos k=3t'+t'(1+2\cos k).$$

The first-neighbour hopping has dropped out. The state itself does depend on $t'/t$, since $r\neq0$ puts some weight on the $B$ sublattice, but the energy does not.

**When the state exists.** Equation (17) is the quadratic $t'c\,r^2+tr+t'c=0$, whose two roots have product 1. The solution of (15) with $f(-1)=0$ and $f(0)=1$ is

$$f(m)=\frac{\lambda_1^{m+1}-\lambda_2^{m+1}}{\lambda_1-\lambda_2},\qquad \lambda_1\lambda_2=-r^2,\quad \lambda_1+\lambda_2=-c(1-r^2), \tag{19}$$

or $(m+1)\lambda_1^m$ if the roots coincide. Decay requires both roots to have modulus below 1, and hence $|r|<1$. If $2t'|c|\ge t$, the discriminant $t^2-4t'^2c^2$ is zero or negative, both solutions for $r$ have modulus 1, and there is no bound state. If $2t'|c|<t$, the solutions are real and one of them has $|r|<1$.

For that $r$ consider $p(\lambda)=\lambda^2+c(1-r^2)\lambda-r^2$. Since $p(0)=-r^2<0$, it has one positive and one negative root. Also

$$p(1)=(1-r^2)(1+c),\qquad p(-1)=(1-r^2)(1-c).$$

Both roots lie between $-1$ and 1 if and only if both values are positive, that is, if $|c|<1$. Conversely, with these $r$, $E$ and $f$, equations (15) and (16) hold, and with them (12) and (13). So for $c\neq0$ there is one bound state when

$$|c|<1\quad\text{and}\quad 2t'|c|<t, \tag{20}$$

and none otherwise. For $t'<t/2$ the second condition follows from the first, and the whole interval $2\pi/3<k<4\pi/3$ is covered.

**The point $k=\pi$.** Here $c=0$ and $\cos k=-1$. Every term in (12) that links $\psi_A(0)$ to another amplitude, including $\psi_B(0)$ in the same line, carries a factor $c$ and vanishes. What remains gives $E=2t'$, in agreement with (5). The remaining atoms form pairs $B_m$, $A_{m+1}$ with energies $2t'\pm t$. These repeat in each line and are the bulk bands, which have zero width at this $k$.

**The gap.** For a bound state the four eigenvalues of $T$ are $\lambda_1,\lambda_2$ and their reciprocals. None has modulus 1, so no bulk wave exists at the same $k$ and energy. At $k=\pi$ the edge level $2t'$ lies between $2t'-t$ and $2t'+t$. Edge level and bulk bands vary continuously with $k$ and never touch inside the interval, so the edge level stays between the two bands.

**The width.** On the interval $\cos k$ runs from $-1$ at $k=\pi$ up to the limit $-\frac12$ at the ends. The energy runs from $2t'$ towards $3t'$. This completes the proof. $\square$

### Remarks on the conditions

*Large $t'$.* Since $1+2\cos k=c^2-1$, the energy can be written $E=2t'+t'c^2$. For $t'>t/2$, condition (20) restricts the band to $|c|<t/(2t')$. It then ends before the Dirac points, and its width is $t'\,(t/2t')^2=t^2/(4t')$ instead of $t'$.

*Overlap.* If first neighbours have orbital overlap $s$, the equation is $H\psi=E(1+sA)\psi$. Moving the overlap term to the left replaces $t$ by $t+Es$ and changes nothing else. Because $E$ in (5) does not contain $t$, it remains a solution as long as $t+Es>2t'$. For $s=0.10$, with the hoppings used below, diagonalization at $k=0.80\pi$ moves the level by less than $10^{-9}$ eV.

*Third neighbours.* A hopping $t_3$ between third neighbours is not covered by the theorem. With $t_3=0.20$ eV, a rough size, the level at $k=0.80\pi$ rises by 0.0037 eV, about 4% of the bandwidth. At $k=\pi$ the shift is zero to the printed digits, for the following reason. There $c=0$, so second-neighbour hopping is the constant $2t'$ on each atom. First- and third-neighbour hopping link opposite sublattices. On the $B_m$ row they cancel if $(t-2t_3)\psi_A(m+1)+t_3\psi_A(m-1)=0$. This has a decaying solution on the $A$ sublattice when $|t_3|<|t-2t_3|$, and its energy is $2t'$.

### Worked example

Take $t=2.7$ eV, $t'=0.1$ eV and $a=0.246$ nm, rough typical values for graphene. Here $t'/t$ is about 0.04, far below $\frac12$. At $k=0.80\pi$, $t'c/t=0.1\times0.618/2.7=0.0229$, and (17) gives $r=-0.0229$. The decay factors are $-0.6186$ and $0.00085$. The first is close to the zero-mode value $-c=-0.6180$.

A ribbon of 240 zigzag lines, built from atomic positions, stands in for the half-plane. Its far edge atoms were given the potential $t'$, to separate the two edge states in energy. The levels of the near edge are:

| $k/\pi$ | diagonalized (eV) | formula (eV) |
|---|---|---|
| 0.69 | 0.2876 | 0.2876 |
| 0.75 | 0.2586 | 0.2586 |
| 0.80 | 0.2382 | 0.2382 |
| 0.90 | 0.2098 | 0.2098 |
| 1.00 | 0.2000 | 0.2000 |

The far edge had a level at $3t'$ at each of these $k$, as part one predicts for that potential. The formula was also tested at $t'=0.4t$ for $k=0.75\pi$, $0.85\pi$ and $1.2\pi$, and agreed to $10^{-7}$ eV. The Dirac point is at 0.300 eV, so the bandwidth is $0.300-0.200=0.100$ eV, or 0.00367 hartree.

The existence limits show in the largest weight that any state has on the edge atom. When the ribbon is widened from 80 to 240 lines, a bound state keeps this weight, while for extended states it should fall to about one third. At $k=0.75\pi$ the ratio is 1.000. At $k=0.60\pi$, outside the interval, it is 0.336. At $k=0.75\pi$ with $t'=0.8t$, where $2t'c/t\approx1.2$ violates (20), it is 0.338.

The velocity along the edge, with $\hbar$ restored, is

$$v=\frac a\hbar\frac{dE}{dk}=-\frac{2t'a}{\hbar}\sin k ,$$

which is $-5.3\times10^4$ m/s at $k=0.75\pi$. It vanishes for $t'=0$.

### Narrow ribbons

A ribbon of $N$ lines has an edge state on each side, and their tails overlap. For $t'=0$, take $\psi_A(m)=n(-c)^m$ on one side and $\psi_B(m)=n(-c)^{N-1-m}$ on the other, with $n^2=(1-c^2)/(1-c^{2N})$. Acting with $A$ on the first gives zero on each $B$ row except the last, where $\psi_A(N)$ is missing and $cn(-c)^{N-1}$ is left. The coupling has magnitude $t|c|^Nn^2$, and the two levels split by

$$\delta\simeq2t|c|^N(1-c^2), \tag{21}$$

to leading order in $|c|^N$.

For $N=12$ the ribbon is 2.41 nm (24.1 angstrom) wide. At $k=0.80\pi$, (21) gives 0.0104 eV, and diagonalization with $t'=0.1$ eV also gives 0.0104 eV. With 24 lines the splitting is $3.3\times10^{-5}$ eV. At $k=0.70\pi$, however, the 12-line ribbon splits by 0.37 eV, more than the whole bandwidth $t'$. In a narrow ribbon, (5) describes the middle of the interval and fails near its ends.

### Electron repulsion and real ribbons

A band this narrow is sensitive to repulsion between electrons. Its size can be estimated with a Hubbard term in mean field, where an electron of one spin feels $U(n-\frac12)$ on each atom and $n$ is the occupation by the other spin. Take $U=2.7$ eV (a rough value), the neutral 12-line ribbon, occupations at 300 K, and opposite spin directions on the two edges. The self-consistent edge moment, the difference of the two spin occupations, is 0.272.

At $k=\pi$ both edge atoms are decoupled, so their levels for one spin differ by $U$ times this moment: $2.7\times0.272=0.73$ eV. The diagonalized splitting is 0.73 eV as well, seven times $t'$. The gap of the ribbon is 0.34 eV. Doubling the mesh from 40 to 80 $k$ points changes the gap by $-0.004$ eV and the splitting by about $10^{-6}$ eV; on still finer meshes the gap falls by a further 0.001 eV and settles at 0.339 eV. These values belong to the assumed ordered state. The solution with parallel spins on the two edges lies only about 0.003 eV per cell higher in free energy, and lowering $U$ to 2.0 eV reduces the gap to 0.25 eV. Mean field also leaves out fluctuations, which in a one-dimensional spin-isotropic model destroy long-range spin order at finite temperature. The numbers therefore indicate a scale and are not a room-temperature gap of a real ribbon.

For real graphene, $t$ near 2.7 eV is well supported. The value of $t'$ is much less certain: fitted magnitudes range from a few hundredths to a few tenths of an eV, and in this model the bandwidth scales with it.

The sign of a fitted $t'$ also depends on how the fit treats overlap. Rewriting a model with overlap $s$ in orthonormal orbitals adds, to leading order, $tsA^2=ts(A_2+D)$ to the Hamiltonian. This changes $t'$ to $t'-ts$ and lowers the on-site energy of the edge atoms by $ts$ relative to the inner atoms. For $s=0.10$ the product $ts$ is 0.27 eV, enough to make a $t'$ of 0.1 eV negative. To this order the difference $t'-U_e$, which sets the dispersion in (11), stays the same. A $t'$ fitted with orthonormal orbitals should therefore not be put into (5) without the edge potential that belongs to it. Real edges also break the assumption of equal on-site energies, because the edge atoms are bonded to hydrogen or other groups, or are rearranged. In the model, an edge potential of 0.05 eV already halves the depth of the band at $k=\pi$. At 300 K the thermal energy is 0.026 eV, a quarter of the bandwidth. Among the corrections computed here for the neutral ribbon, the repulsion is the largest at $k=\pi$. The dispersion (5) is then the one-electron input to a calculation with interactions, and not a prediction of the measured spectrum.

This settles the opening decision for this model. If the edge band matters, $t'$ should be kept, with the true coordination at the edge. The on-site energy of the edge atoms should be determined consistently with $t'$, because an edge potential comparable to $t'$ changes the dispersion as much as $t'$ itself does. The remaining values are in the numerical output.

## Table of computed values

```
first-neighbour hopping t = 2.70 eV
second-neighbour hopping t' = 0.100 eV
lattice constant a = 0.246 nm
coordination, edge atom = 2, inner = 3
bearded edge, largest error of identity = 1.618
at k = 0.80 pi: c = 0.6180, edge weight = 0.6180
zero-mode mean energy, k = 0.80 pi = 0.23820 eV
sublattice ratio r, k = 0.80 pi = -0.02290
decay factors, k = 0.80 pi = -0.61856, 0.00085
zigzag lines in wide ribbon = 240
k = 0.69 pi: diagonalized 0.28758 eV, formula 0.28758 eV
k = 0.75 pi: diagonalized 0.25858 eV, formula 0.25858 eV
k = 0.80 pi: diagonalized 0.23820 eV, formula 0.23820 eV
k = 0.90 pi: diagonalized 0.20979 eV, formula 0.20979 eV
k = 1.00 pi: diagonalized 0.20000 eV, formula 0.20000 eV
Dirac-point energy = 0.30000 eV
edge bandwidth = 0.10000 eV = 0.003675 hartree
edge velocity at k = 0.75 pi = -5.285e+04 m/s
edge-atom weight, 240 lines over 80 lines:
  k = 0.75 pi, t' = 0.1 eV: 1.0000
  k = 0.60 pi, t' = 0.1 eV: 0.3360
  k = 0.75 pi, t' = 0.8 t: 0.3377
trial edge potential = 0.050 eV
  level at k = 0.80 pi = 0.26909 eV
  first-order formula = 0.26910 eV
  depth below Dirac point at k = pi = 0.05000 eV
overlap s = 0.10: |shift| at 0.80 pi = 5.1e-13 eV
third-neighbour hopping = 0.20 eV
  shift at k = 0.80 pi = 0.00367 eV
  shift at k = pi = -0.00000 eV
narrow ribbon: 12 lines, width = 2.414 nm = 24.14 angstrom
  edge splitting, k = 0.80 pi = 0.01044 eV
  splitting formula (t' = 0) = 0.01036 eV
  splitting with 24 lines = 3.28e-05 eV
  edge splitting, k = 0.70 pi = 0.3713 eV
thermal energy at 300 K = 0.0259 eV
Hubbard repulsion = 2.70 eV (80 k points)
  edge moment = 0.2719 electron spins
  level splitting at k = pi = 0.7342 eV
  gap of the ribbon = 0.3403 eV
  shift of splitting, 40 to 80 k = 1.3e-06 eV
  shift of gap, 40 to 80 k = -4.4e-03 eV
```
